# Intrinsic and extrinsic stacking-fault energies of silicon from a third-neighbour Ising model

With the couplings used below, an intrinsic stacking fault in cubic silicon costs 35.2 meV per in-plane cell, and an extrinsic fault costs 30.4 meV. Yet the extrinsic fault contains two reversed stacking steps and the intrinsic fault only one. The second reversal therefore lowers the energy by 4.8 meV instead of doubling it. The reason lies in how many pairs of steps each fault disturbs, and in the signs of their couplings.

## Stacking steps as spins

Look at silicon along [111]. Group the atoms into double layers, each made of two atomic planes joined by bonds parallel to [111]. Both planes of a double layer have the same lateral position, which is A, B or C. Neighbouring double layers are joined by three slanted bonds per atom. This requires different letters, since with like letters the next atom would sit directly above the last one.

Number the letters 0, 1, 2 and calculate modulo 3. The step from one double layer to the next is then \(+1\) or \(-1\), because a step of 0 is forbidden. Assign a spin to each step:

- \(s_i=+1\) for A→B, B→C or C→A;
- \(s_i=-1\) for B→A, C→B or A→C.

Cubic silicon (3C) has the sequence ABCABC…, so all its spins are \(+1\). The state with all spins \(-1\) is its twin. An infinite stack has one spin per double layer.

A rotation by 180° about a [111] axis through the atoms of an A layer leaves the A positions in place and exchanges B with C, so it reverses every lateral step. It changes all \(s_i\) to \(-s_i\) without changing the energy, so products of an odd number of spins cannot appear. Among the even products, the model keeps pairs up to third neighbours:

\[
E=E_0N-\sum_i\left(J_1s_is_{i+1}+J_2s_is_{i+2}+J_3s_is_{i+3}\right).
\tag{1}
\]

Here \(E\) is the energy per in-plane primitive cell, \(N\) is the number of double layers, and each pair is counted once. If the sum were given a prefactor \(1/2\) with the same \(J_n\), all fault energies below would be halved. A positive \(J_n\) favours like spins at distance \(n\).

Equation (1) is an assumption about silicon, not a consequence of its symmetry. A product of four neighbouring spins is also allowed and is examined later. Atomic relaxation is taken to be absorbed in the values of \(J_n\).

## What the two faults do to the spins

**Intrinsic fault.** Remove one double layer from the perfect stack and close the gap. The two steps that met at the removed layer, \(+1\) and \(+1\), merge into one step of \(+2\). Modulo 3 this equals \(-1\):

\[
\text{A B C B C A}\quad\longrightarrow\quad +\,+\,-\,+\,+ .
\]

One spin is reversed.

**Extrinsic fault.** Insert one double layer. A single step of \(+1\) is replaced by two allowed steps whose sum must still be \(+1\) modulo 3. The choice \((+1,+1)\) gives 2, and \((+1,-1)\) in either order gives 0. The choice \((-1,-1)\) gives \(-2\), which equals \(+1\) modulo 3, so it is the one that fits:

\[
\text{A B C B A B C}\quad\longrightarrow\quad +\,+\,-\,-\,+\,+ .
\]

Two adjacent spins are reversed.

The same sequences arise by glide, with no layer added or removed. Displace the whole upper part of the crystal by one lateral step \(+1\). The step across the glide plane changes from \(+1\) to \(+2\equiv-1\), and all other steps are unchanged. This is the intrinsic fault. A second such glide on the next plane reverses the neighbouring spin and gives the extrinsic fault. A glide by \(-1\) would turn the step into 0 and bring like letters into contact, which is forbidden. The fault energy depends on the final sequence and not on the way it was made.

## Counting the disturbed pairs

The fault energy is the excess over perfect 3C silicon with the same number of double layers, so \(E_0N\) cancels. This matters when a layer has been removed or inserted: the reference must be adjusted to the new number of layers.

For a pair at distance \(n\), the energy is \(-J_n\) if the spins are alike and \(+J_n\) if they are unlike. Each unlike pair therefore costs

\[
(+J_n)-(-J_n)=2J_n .
\]

If \(U_n\) is the number of unlike pairs at distance \(n\), the excess energy is

\[
\Delta E=2\sum_{n=1}^{3}J_nU_n .
\tag{2}
\]

Consider a block of \(\ell\) adjacent reversed spins in an otherwise perfect infinite stack. An unlike pair has exactly one member in the block. First count the pairs \((i,i+n)\) whose left member lies in the block. There are \(\ell\) of them. In \(\max(\ell-n,0)\) of these the right member also lies in the block, so those pairs are alike. The number left is

\[
\ell-\max(\ell-n,0)=\min(\ell,n).
\]

By mirror symmetry, the same number of unlike pairs has only its right member in the block. Hence \(U_n=2\min(\ell,n)\), and equation (2) becomes

\[
\Delta E_\ell=4\sum_{n=1}^{3}\min(\ell,n)\,J_n .
\tag{3}
\]

The factor 4 is thus the product of two ends of the block and an energy change of \(2J_n\) per pair.

For the intrinsic fault, \(\ell=1\) and \(\min(1,n)=1\) for every \(n\). The counts are \((U_1,U_2,U_3)=(2,2,2)\), and

\[
\boxed{\gamma_{\rm int}=4(J_1+J_2+J_3)}
\tag{4}
\]

For the extrinsic fault, \(\ell=2\) and \(\min(2,n)=1,2,2\). The counts are \((2,4,4)\), and

\[
\boxed{\gamma_{\rm ext}=4(J_1+2J_2+2J_3)}
\tag{5}
\]

Both are energies of the complete fault per in-plane primitive cell. They are not to be divided by the number of double layers in a simulation cell.

## Why the second reversal can lower the energy

Subtracting (4) from (5) gives

\[
\gamma_{\rm ext}-\gamma_{\rm int}=4(J_2+J_3).
\tag{6}
\]

The nearest-neighbour coupling has dropped out, because both faults have two unlike nearest-neighbour pairs. The second reversal only adds unlike pairs at distances two and three. If \(J_2+J_3\) is negative, these extra unlike pairs are favourable and the extrinsic fault is cheaper.

The extrinsic fault can also be viewed as two intrinsic faults on neighbouring planes. Place two reversed spins a distance \(d\le3\) apart. Treated as independent, they would cost \(2\gamma_{\rm int}\). That estimate counts the pair they form as unlike twice, once for each reversed spin, at a cost of \(4J_d\). In fact its two spins are both reversed and therefore alike. Thus

\[
\Delta E(d)=2\gamma_{\rm int}-4J_d .
\tag{7}
\]

For \(d=1\) this reproduces equation (5). The two faults attract if \(J_d\) is positive and repel if it is negative. For \(d>3\) the interaction vanishes within this model.

For \(\ell\ge3\), equation (3) no longer depends on \(\ell\):

\[
\Delta E_{\ell\ge3}=4(J_1+2J_2+3J_3)=2\gamma_{\rm twin},
\]

\[
\gamma_{\rm twin}=2(J_1+2J_2+3J_3).
\]

The block has become a slab of twinned crystal between two independent twin boundaries.

## Numbers for a silicon-like parameter set

Take the round values \(J_1=10\), \(J_2=-1\) and \(J_3=-0.2\) meV. They are chosen to give fault energies of the rough size known for silicon; they are neither measured nor computed from its electronic structure. Equations (4) and (5) give

\[
\gamma_{\rm int}=4(10-1-0.2)=35.2\ \text{meV per cell},
\]

\[
\gamma_{\rm ext}=4(10-2-0.4)=30.4\ \text{meV per cell}.
\]

The difference is \(4(-1-0.2)=-4.8\) meV. Equation (7) gives the extrinsic value again as \(2\times35.2-4\times10=30.4\) meV. One twin boundary costs \(2(10-2-0.6)=14.8\) meV, so a thick twinned slab costs 29.6 meV, slightly less than the extrinsic fault.

To convert to energy per area, use the primitive cell of the (111) plane. Its edges have length \(a_0/\sqrt2\) and enclose 60°, so with \(a_0=0.5431\) nm

\[
A=\frac{a_0^2}{2}\,\frac{\sqrt3}{2}=\frac{\sqrt3}{4}a_0^2=0.1277\ \text{nm}^2 .
\]

One meV per cell is then about 1.25 mJ/m². The intrinsic fault has 44.2 mJ/m² and the extrinsic fault 38.1 mJ/m².

These faults are excitations of a stable crystal only if 3C has the lowest energy for the chosen couplings. In a chain of range three, the state at any point is given by three successive spins, so there are eight states. Any periodic sequence is a closed path through these states and can be split into loops that visit no state twice. Such loops have at most eight steps, and the average energy of the sequence cannot lie below that of its best loop. It is therefore enough to examine periods up to eight. Among all non-uniform sequences with periods up to eight, the lowest lies 3.70 meV per bilayer cell above 3C. Longer periods can come closer to 3C, because the cost of two twin boundaries is then shared among more double layers, but they cannot fall below it. The cubic crystal and its twin are thus the ground states of this parameter set.

## Obtaining the faults from polytype energies

The couplings can be found from perfect periodic crystals. Let \(a\), \(b\) and \(c\) be the energies of 2H, 4H and 6H above 3C, per bilayer cell. A bilayer cell contains two silicon atoms, so energies per atom must first be doubled.

Let \(q_n\) be the average of \(s_is_{i+n}\) over one period. In 3C every \(q_n=1\), so equation (1) gives an energy above 3C of \(\sum_nJ_n(1-q_n)\). The averages follow from the spin sequences:

| Polytype | Spins | \(q_1\) | \(q_2\) | \(q_3\) |
|---|---|---|---|---|
| 2H | \(+-\) | \(-1\) | \(1\) | \(-1\) |
| 4H | \(++--\) | \(0\) | \(-1\) | \(0\) |
| 6H | \(+++---\) | \(1/3\) | \(-1/3\) | \(-1\) |

Therefore

\[
a=2J_1+2J_3,\qquad b=J_1+2J_2+J_3,
\]

\[
c=\tfrac23J_1+\tfrac43J_2+2J_3 .
\]

To solve for the couplings, note that \(2b-a=4J_2\). Next, \(3c-2b=(2J_1+4J_2+6J_3)-(2J_1+4J_2+2J_3)=4J_3\). The first relation then gives \(J_1\):

\[
J_2=\frac{2b-a}{4},\qquad J_3=\frac{3c-2b}{4},\qquad J_1=\frac a2-J_3 .
\]

For the intrinsic fault, \(4(J_1+J_3)=2a\) and \(4J_2=2b-a\). For the extrinsic fault, add \(4(J_2+J_3)=3c-a\) to the intrinsic value. The results are

\[
\gamma_{\rm int}=a+2b,\qquad \gamma_{\rm ext}=2b+3c .
\tag{8}
\]

In the example, \(a=19.60\), \(b=7.80\) and \(c=4.93\) meV. Equation (8) gives \(19.6+15.6=35.2\) meV and \(15.6+14.8=30.4\) meV, as before.

The coefficients also show how errors grow. If each of \(a\), \(b\) and \(c\) is uncertain by at most \(\varepsilon\), the intrinsic energy is uncertain by at most \(3\varepsilon\) and the extrinsic energy by at most \(5\varepsilon\). In the difference \(\gamma_{\rm ext}-\gamma_{\rm int}=3c-a\) the energy \(b\) cancels, so its uncertainty is at most \(4\varepsilon\). An error of 1 meV per bilayer cell could thus change the difference of \(-4.8\) meV by up to 4 meV, which is nearly enough to hide it.

## The omitted four-spin term

Symmetry also allows the energy

\[
-K\sum_i s_is_{i+1}s_{i+2}s_{i+3},
\]

which has the same range as \(J_3\). A single reversed spin belongs to four such products. Each changes from \(+1\) to \(-1\) and costs \(2K\), so the intrinsic fault gains \(8K\). With two adjacent reversed spins, a product changes sign only if it contains exactly one of them. There is one such product at each end of the block, so the extrinsic fault gains \(4K\).

The four-spin product equals \(+1\) everywhere in 2H and 4H, as in 3C. Hence \(a\) and \(b\) do not contain \(K\). In 6H, two of the six products are \(+1\) and four are \(-1\). Their average is \(-1/3\), and \(c\) gains \(K(1+1/3)=4K/3\). It follows that \(2b+3c\) contains the correct \(4K\) and remains valid for the extrinsic fault. The expression \(a+2b\), however, misses the \(8K\) of the intrinsic fault. A direct calculation of the intrinsic fault therefore measures \(K\), provided that couplings of longer range are negligible.

A simple picture shows that \(K\) need not be small compared with \(J_3\). Suppose that two double layers with the same letter, \(m\) layers apart, contribute an energy \(W_m\), with \(m\le4\). At \(m=4\), the letters agree if the four intervening spins add up to a multiple of 3. Their sum can be 0, ±2 or ±4, so it must be 0. Let \(P\) be the sum of the six pair products of these spins and \(Q\) the product of all four. The quantity

\[
\frac{3-P+3Q}{8}
\]

is 1 when the sum is 0, where \(P=-2\) and \(Q=1\). It is 0 when the sum is ±2, where \(P=0\) and \(Q=-1\), and also when the sum is ±4, where \(P=6\) and \(Q=1\). It therefore marks like letters correctly. The third-neighbour pair occurs once in \(P\). Terms with \(m=2\) or 3 involve at most three successive spins and contribute to neither \(J_3\) nor \(K\). Comparison with the signs in the energy gives

\[
J_3=\frac{W_4}{8},\qquad K=-\frac{3W_4}{8}=-3J_3 .
\]

For \(J_3=-0.2\) meV this picture would give \(K=0.6\) meV. With \(J_1\), \(J_2\) and \(J_3\) held fixed, the intrinsic fault would rise by 4.8 meV and the extrinsic fault by 2.4 meV, to 40.0 and 32.8 meV. With the polytype energies held fixed instead, the expression \((3c-2b)/4\) gives the sum \(J_3+K\), which must remain \(-0.2\) meV. Together with \(K=-3J_3\) this requires \(J_3=0.1\) meV and \(K=-0.3\) meV. The extrinsic value then stays at 30.4 meV, while the intrinsic value changes by \(8K=-2.4\) meV to 32.8 meV. Even the sign of the shift thus depends on what is held fixed. These are scale estimates: bonding in silicon is not a sum of like-letter energies, and its \(K\) must be computed separately.

Pair couplings of longer range can be treated with equation (3) by extending the sum. A fourth-neighbour coupling adds \(4J_4\) to the intrinsic and \(8J_4\) to the extrinsic fault. If the decay from \(J_2\) to \(J_3\) continued by the same factor, \(J_4\) would be \(-0.04\) meV and the shifts \(-0.16\) and \(-0.32\) meV. These values hold with \(J_1\), \(J_2\) and \(J_3\) fixed; with the polytype energies fixed instead, both shifts are \(-0.16\) meV. On this assumption they are minor.

## Setting up a direct calculation

A periodic cell with \(N\) double layers and \(\ell\) adjacent reversed spins has a total lateral step of \(N-2\ell\). If this is a multiple of 3, the stack closes with its repeat vector along [111]. Examples are \(N=8\) for the intrinsic fault and \(N=10\) for the extrinsic fault. For other \(N\), the repeat vector must be tilted by the remaining lateral step; otherwise the cell boundary introduces a further stacking error.

For a cell of one in-plane primitive unit, the fault energy is

\[
\gamma=E_{\rm cell}-N E_{\rm 3C},
\]

where \(E_{\rm 3C}\) is the energy of perfect silicon per bilayer cell. By equation (7), periodic copies do not interact in the model if reversed spins of different copies are more than three steps apart. This requires \(N\ge4\) for the intrinsic and \(N\ge5\) for the extrinsic fault. In an electronic-structure calculation the couplings have no sharp cut-off, so \(N\) should be increased until \(\gamma\) is steady to the accuracy required.

## Comparison with real silicon

Reported measurements of fault energies in silicon scatter over roughly 50 to 70 mJ/m², so the example has the right order of magnitude but lies somewhat below them. The difference of \(-4.8\) meV between the two faults is set by the chosen \(J_2+J_3\) and is not a prediction for real silicon. This agreement reflects the choice of parameters and does not confirm the model. One assumption that may fail, especially at the high temperatures of wafer processing, is that of a static lattice. To size the effect, suppose that a fault softens six vibrational modes of 50 meV per in-plane cell by 1%. The free energy of one mode of quantum \(\hbar\omega\) is

\[
F=k_BT\ln\!\left[2\sinh\!\left(\frac{\hbar\omega}{2k_BT}\right)\right].
\]

The six modes together lower the fault energy by 2.0 meV at 300 K and by 6.9 meV at 1300 K. At 300 K most of this, 1.5 meV, is the change in zero-point energy, which is present even at 0 K. Relative to the intrinsic value, these are reductions of about 6% and 20%. The softening is an assumed figure; stiffening by 1% would raise the energy by nearly the same amounts. A fault energy computed for a static lattice should therefore not be used at process temperature without an estimate of this term.

Real faults are also finite. A square intrinsic patch with a side of 10 nm contains 783 cells and costs 27.6 eV, apart from its edge. The energy per cell is below \(k_BT\) at 1300 K, which is about 112 meV, but the cells of a patch are displaced together, so their energies add. The bounding dislocations contribute elastic and core energies that equation (1) does not contain. Charge trapped at the fault, which may depend on doping, is also left out and has not been sized here.

## Numbers as computed

```
Letters near intrinsic fault: ABCBCABC
Letters near extrinsic fault: ABCBABCA
Spins near intrinsic fault: +++-++++
Spins near extrinsic fault: +++--+++
Unlike pairs at n=1,2,3, intrinsic: [2, 2, 2]
Unlike pairs at n=1,2,3, extrinsic: [2, 4, 4]
Intrinsic energy, symbolic: 4*(J1 + J2 + J3)
Extrinsic energy, symbolic: 4*(J1 + 2*J2 + 2*J3)
Chosen J1: 10.0 meV
Chosen J2: -1.0 meV
Chosen J3: -0.2 meV
Silicon lattice parameter: 0.5431 nm
In-plane cell area: 0.1277 nm2
Intrinsic fault: 35.2 meV per cell
Intrinsic fault, converted: 44.2 mJ/m2
Extrinsic fault: 30.4 meV per cell
Extrinsic fault, converted: 38.1 mJ/m2
Extrinsic minus intrinsic: -4.8 meV per cell
Single twin boundary: 14.8 meV per cell
2H above 3C: 19.60 meV per bilayer cell
4H above 3C: 7.80 meV per bilayer cell
6H above 3C: 4.93 meV per bilayer cell
Lowest rival, period up to 8: 3.70 meV per bilayer cell
Fault patch side: 10 nm
Cells in square patch: 783
Intrinsic patch energy, no edge: 27.6 eV
Four-spin scale K = -3 J3: 0.60 meV
K shift, intrinsic: +4.80 meV per cell
K shift, extrinsic: +2.40 meV per cell
Fourth-neighbour scale J4: -0.040 meV
J4 shift, intrinsic: -0.16 meV per cell
J4 shift, extrinsic: -0.32 meV per cell
Assumed vibrational modes: 6
Assumed mode energy: 50 meV
Assumed softening: 1 percent
Vibrational shift at 300 K: -2.01 meV per cell
Vibrational shift at 1300 K: -6.87 meV per cell
```
